# Why hydrogen fluoride looks too weak an acid without diffuse functions

**Question.** A calculation of the gas-phase acidity of hydrogen fluoride with a compact basis, one without diffuse functions, gives too weak an acid. Both HF and F⁻ have ten electrons, and both are described with the same functions on fluorine. Why do their errors not cancel, and how large is the remainder?

**Answer.** The errors fail to cancel because removing the proton leaves the same ten electrons in a weaker attraction. They spread out, and the compact basis covers the region into which they spread only poorly. The energy of F⁻ is therefore calculated too high by more than that of HF. This is an error of the calculation; nothing has happened to the real ion. With the cc-pVDZ basis and CCSD(T), the remainder makes the deprotonation energy about 1.9 eV too large.

### What has to cancel

The reaction is

$$\mathrm{HF}\rightarrow \mathrm{F^-}+\mathrm{H^+}.$$

A bare proton has no electronic energy, so with fixed nuclei the deprotonation energy is

$$D=E(\mathrm{F^-})-E(\mathrm{HF}).$$

A larger $D$ means a weaker acid, other contributions being held fixed. For each species $X$, let

$$G(X)=E_{\rm compact}(X)-E_{\rm augmented}(X)$$

be the energy gained when diffuse functions are added. Subtracting the two deprotonation energies and grouping terms by species gives

$$D_{\rm compact}-D_{\rm augmented}=G(\mathrm{F^-})-G(\mathrm{HF}).$$

The augmented sets used here contain the compact sets. In Hartree–Fock theory every compact trial determinant is then also available in the augmented set, so the lowest energy cannot rise and $G\ge 0$ for both species. This does not fix the sign of the difference. That sign depends on which species needs the new functions more.

### The mechanism: an electron outside a neutral atom

Take one outer electron of F⁻ far from the nucleus. The other nine electrons screen the nuclear charge of nine, so it sees a nearly neutral atom. In HF the nuclei carry ten charges and the other nine electrons leave a net charge of $+1$, whose attraction falls off slowly, as $-1/r$. The ion lacks this long-range attraction.

The shape of the ion's tail follows. In Hartree atomic units, write the radial part of a p orbital as $R=u/r$. Where the potential is negligible,

$$-\frac12u''+\frac{1}{r^2}u=\varepsilon u .$$

The second term is the centrifugal energy $l(l+1)/2r^2$ with $l=1$. For a bound level, $\varepsilon<0$, set $\kappa=\sqrt{-2\varepsilon}$ and $x=\kappa r$. The equation becomes

$$\frac{d^2u}{dx^2}=\left(1+\frac{2}{x^2}\right)u .$$

The decaying solution is $u=e^{-x}(1+1/x)$. Differentiating twice confirms it:

$$\frac{d^2u}{dx^2}=e^{-x}\left(1+\frac1x+\frac2{x^2}+\frac2{x^3}\right)
=\left(1+\frac2{x^2}\right)e^{-x}\left(1+\frac1x\right).$$

Dividing by $r$, and dropping a constant factor,

$$R(r)\propto e^{-\kappa r}\left[\frac1{\kappa r}+\frac1{(\kappa r)^2}\right].$$

A Hartree–Fock calculation of F⁻ with a wide range of s and p functions gives $\varepsilon=-0.18099$ hartree, hence $\kappa=0.6016$ per bohr. Its density falls by a factor 0.046 between 6 and 8 bohr (0.0459 to 0.0462, depending on the Gaussian set). The square of the formula gives 0.0454, whereas a $-1/r$ attraction at the same $\varepsilon$ would give 0.123. This supports the picture of an electron outside a neutral atom. The tail is long because the level is shallow: in aug-cc-pVDZ the highest occupied level lies at −0.18 hartree in F⁻ and at −0.65 hartree in HF.

The compact cc-pVDZ basis cannot follow this tail. At 5 bohr its density is about 0.0009 of the near-limit value. With the diffuse functions of aug-cc-pVDZ the ratio is 1.14: the density is now somewhat too large there, but of the right size. This far tail holds little charge, only 0.017 electron beyond 5 bohr in the near-limit ion, and the deficit begins closer in: beyond 3 bohr lie 0.24 electron near the limit, 0.22 in aug-cc-pVDZ and 0.05 in cc-pVDZ.

The spreading also shows in the overall size of the electron cloud. The summed second moment $\langle r^2\rangle$ of the ten electrons, measured from the fluorine nucleus, rises from 12.98 to 16.02 bohr² in F⁻, and from 13.26 to 13.92 bohr² in HF. The compact value for HF is slightly the larger of the two, but it includes charge drawn towards hydrogen, so it is not a pure measure of diffuseness. The growth is the useful comparison: 23 percent for the ion against 5 percent for the molecule.

### The formula: force and stiffness

To connect this expansion with energy, start from the converged compact orbitals and let them mix with the enlarged space. Indices $i,j$ denote occupied orbitals and $a,b$ empty ones; all are real and orthonormal. For small mixing amplitudes $x_{ia}$,

$$\phi_i'=\phi_i+\sum_a x_{ia}\phi_a-\frac12\sum_{ja}x_{ia}x_{ja}\phi_j .$$

The last term keeps the occupied orbitals orthonormal through second order. With two electrons per orbital, the density matrix $P$ changes by

$$\delta P_{ia}=\delta P_{ai}=2x_{ia},$$

$$\delta P_{ab}=2\sum_i x_{ia}x_{ib},\qquad
\delta P_{ij}=-2\sum_a x_{ia}x_{ja}.$$

The Hartree–Fock energy is quadratic in $P$, so

$$\Delta E=\sum_{pq}F_{pq}\,\delta P_{pq}
+\frac12\sum_{pqrs}\delta P_{pq}\,\delta P_{rs}
\left[(pq|rs)-\frac12(pr|qs)\right].$$

Here $F$ is the Fock matrix of the compact density, and $(pq|rs)$ is the repulsion between the charge distributions $\phi_p\phi_q$ and $\phi_r\phi_s$.

Now collect terms.

- The Fock term with the $ia$ and $ai$ elements gives $4\sum F_{ia}x_{ia}$.
- The Fock term with the $ab$ and $ij$ elements gives $2\sum x_{ia}x_{ib}F_{ab}-2\sum x_{ia}x_{ja}F_{ij}$.
- In the Coulomb term each $\delta P$ enters twice, as $ia$ and $ai$, with size $2x$. The result is $\frac12\cdot4\cdot4=8$ times $\sum x_{ia}(ia|jb)x_{jb}$.
- In the exchange term the four index orders give $(ij|ab)$ twice and $(ib|ja)$ twice. The prefactor is $-\frac14\cdot4\cdot2=-2$ for each kind.

With $g_{ia}=F_{ia}$ the energy through second order is

$$\Delta E=4g^Tx+2x^TMx,$$

$$M_{ia,jb}=F_{ab}\delta_{ij}-F_{ij}\delta_{ab}+4(ia|jb)-(ij|ab)-(ib|ja).$$

When $M$ is positive definite, as it is for both species here, the minimum follows from $4g+4Mx=0$, so $x=-M^{-1}g$. Substitution gives $\Delta E=-4g^TM^{-1}g+2g^TM^{-1}g$, and the estimated gain is

$$G_2=2g^TM^{-1}g .$$

The vector $g$ is a force towards the new functions. It vanishes for empty orbitals inside the compact space, because the compact energy is already stationary there. The matrix $M$ measures the resistance to mixing. An effective stiffness can be defined by

$$k=\frac{2g^Tg}{G_2},\qquad\text{so that}\qquad G_2=\frac{2g^Tg}{k}.$$

For F⁻, $g^Tg=0.01810$ hartree² and $k=0.488$ hartree. For HF the values are 0.00840 hartree² and 1.170 hartree. The ion has 2.15 times the squared force and is 2.40 times softer; the product makes its estimated gain about 5.2 times larger. Both factors exceed one, but the split between them depends on which functions are added. With only the diffuse p shell of the next section the two ratios are 3.55 and 1.78; adding a tight p shell of exponent 68.01 bohr⁻² to the augmented set changes them to 1.08 and 3.68, because stiff directions enlarge $g^Tg$ for both species. The near equality found here belongs to this particular augmentation.

The estimates are $G_2=2.02$ eV for F⁻ and 0.39 eV for HF. Full Hartree–Fock calculations give 1.695 and 0.382 eV. The estimate is thus 19 percent too high for the ion and 2 percent too high for the molecule, relative to the full gains. The difference comes from the terms beyond second order. They are more important for the ion, but they do not change the explanation.

### Which functions are missing?

In Hartree–Fock theory F⁻ is a spherical closed-shell ion with occupied s and p orbitals. Its Fock operator does not mix different angular momenta, so d functions cannot lower its energy. The natural candidate is a diffuse p shell.

Adding one p shell of exponent 0.08502 bohr⁻² on fluorine, in both F⁻ and HF, lowers $D$ by 1.302 eV. The full change from cc-pVDZ to aug-cc-pVDZ lowers it by 1.313 eV. One shell therefore accounts for 99 percent of the net shift, although other contributions may cancel between the two species. As a control, a compact p shell of exponent 68.01 bohr⁻² lowers $D$ by about 0.01 eV. Extra functions as such are not the cure; their spatial extent matters.

The same imbalance can be viewed from another side. In HF, the electrons around fluorine can use the functions centred on hydrogen, which the isolated ion does not have. Placing those functions beside F⁻, at the same distance but without a nucleus, lowers its compact energy by 0.293 eV. Relative to the augmented ion, 1.402 eV of its deficit remains, still far above the 0.382 eV of HF. The 0.293 eV is 22 percent of the 1.313 eV shift, but it is not a separate share to be added to that of the p shell. The hydrogen functions mainly supply part of the same missing tail: their benefit to F⁻ falls to 0.097 eV once the diffuse p shell is present, and to 0.006 eV when both centres carry the augmented sets. At the CCSD(T) level the hydrogen functions lower the compact ion by 0.59 eV, 29 percent of the 2.03 eV shift found below. At both levels most of the error survives when both species have the same compact functions.

The neutral neon atom gives a useful limiting case: all ten nuclear charges sit at one point. Its gain from diffuse functions, with its own cc-pVDZ and aug-cc-pVDZ sets, is 0.206 eV. The number of electrons is the same as in F⁻, but the gain is eight times smaller. The neon sets have other exponents than the fluorine sets, but this is not the cause: with the fluorine sets themselves, neon gains 0.152 eV and the neutral fluorine atom 0.142 eV. The excess negative charge, not the electron count, creates the large demand.

### The number, from total energies to acidity

The HF bond length is held at 0.92 Å. The Hartree–Fock energies in hartree are:

| Basis | F⁻ | HF |
|---|---:|---:|
| cc-pVDZ | −99.365984 | −100.019289 |
| aug-cc-pVDZ | −99.428282 | −100.033334 |

Subtraction gives $D=0.653305$ hartree without diffuse functions and $0.605052$ hartree with them, or 17.777 and 16.464 eV. The same shift follows from the gains:

$$1.695-0.382=1.313\ \mathrm{eV}.$$

Electron correlation enlarges it. At the CCSD(T) level, with the fluorine 1s electrons left uncorrelated, the gains are 2.998 eV for F⁻ and 0.965 eV for HF, a difference of 2.03 eV. CCSD(T) is not variational, so the sign of these gains is a calculated result and not a consequence of nesting.

An estimate closer to the basis limit takes the CCSD(T)/aug-cc-pVTZ value and adds the MP2 change from aug-cc-pVTZ to aug-cc-pVQZ:

$$D_{\rm ref}=16.328+(16.200-16.191)=16.337\ \mathrm{eV}.$$

This is 1576 kJ/mol. Relative to it, CCSD(T)/cc-pVDZ is too high by 1.89 eV, or 182 kJ/mol. CCSD(T)/aug-cc-pVDZ is too low by 0.15 eV. Diffuse functions remove most of the error and leave a small one of opposite sign.

They do not complete the basis. The near-limit Hartree–Fock energy of F⁻ is −99.45945 hartree, still 0.85 eV below the aug-cc-pVDZ value. The augmented set works well for $D$ because the remaining errors of F⁻ and HF are much better matched.

A larger compact set also helps, but slowly. The shift caused by omitting diffuse functions is:

| Set size | Hartree–Fock, eV | MP2, eV |
|---|---:|---:|
| Double zeta | 1.31 | 2.09 |
| Triple zeta | 0.64 | 1.13 |
| Quadruple zeta | 0.33 | 0.63 |

Each of these two steps roughly halves the shift. This is not a fixed rate: at quintuple zeta the Hartree–Fock shift is about 0.10 eV. As a compact set grows towards completeness, the distinction between it and its augmented partner must disappear, but at quadruple zeta it is still large on the scale of chemical energies.

For an enthalpy at 298.15 K, vibration and thermal motion must be added. Each gas species has translational enthalpy $\frac52kT$, including the $pV$ term. There are two product particles and one reactant particle, so the net contribution is $\frac52kT$. HF also loses its zero-point energy $E_0$ and its mean rotational energy $E_{\rm rot}$. The value $E_0=0.259$ eV used below is harmonic, from MP2/cc-pVTZ; MP2/aug-cc-pVTZ gives 0.255 eV, or 0.253 eV with anharmonicity, which raises $\Delta H$ by up to 0.006 eV. Its vibrational quantum is about $20kT$, so thermal vibration is negligible. Therefore

$$\Delta H=D-E_0+\frac52kT-E_{\rm rot},$$

$$\Delta H=16.337-0.259+0.064-0.025\approx16.12\ \mathrm{eV}.$$

This is about 1555 kJ/mol. To see what the compact-basis error means for acid strength, hold all vibrational and thermal terms fixed. An excess of 1.886 eV in $D$ multiplies the equilibrium constant by

$$\exp\left(-\frac{1.886}{0.02569}\right)=e^{-73.4}\approx10^{-32}.$$

The calculated acid is too weak by about 32 powers of ten.

### How far the result reaches

The calculated enthalpy agrees with the rough measured size of 16 eV for isolated HF. The chosen bond length costs 0.0001 eV relative to the MP2/cc-pVTZ minimum. The Hartree–Fock minimum lies near 0.90 Å; relaxing to it raises $D$ by 0.011 eV in cc-pVDZ and 0.013 eV in aug-cc-pVDZ, and changes the 1.313 eV shift by 0.002 eV. Scalar relativity changes $D$ by 0.002 eV at the Hartree–Fock level and by less than 0.001 eV at MP2, and a rough MP2 estimate of core correlation gives 0.003 eV. These effects are tiny beside the compact-basis error. The reference value is not converged to the digits printed: carrying the MP2 step to aug-cc-pV5Z lowers $D_{\rm ref}$ by 0.008 eV, and extrapolating the MP2 correlation energy from the quadruple- and quintuple-zeta sets lowers it by 0.02 eV. Correlation beyond CCSD(T) has not been evaluated, so the last printed digits are not a statement of accuracy.

An acid in a photoresist film breaks the model's main assumption, that of separated gas particles. There the proton binds to a base or a polymer site, and the surroundings stabilize the anion. The first effect alone is large: even one water molecule binds a proton by roughly 7 eV. The value of $D$ found here is therefore not the energy of proton release in a resist. If gas-phase deprotonation energies are used to compare candidate acids, the basis must describe each anion as well as its neutral parent. The size of the error found for the small, concentrated charge of F⁻ should not be transferred to a larger anion without a calculation.

The main values are in the numerical output below.

## Computed values

```
HF bond length used: 0.920 angstrom
SCF cc-pvdz E(F-): -99.365984 hartree
SCF cc-pvdz E(HF): -100.019289 hartree
SCF aug-cc-pvdz E(F-): -99.428282 hartree
SCF aug-cc-pvdz E(HF): -100.033334 hartree
SCF DZ gains F-, HF: 1.695, 0.382 eV
SCF TZ gains F-, HF: 0.721, 0.083 eV
SCF QZ gains F-, HF: 0.349, 0.024 eV
CCSD(T) DZ gains F-, HF: 2.998, 0.965 eV
CCSD(T) TZ gains F-, HF: 1.392, 0.306 eV
SCF DZ D compact, augmented: 17.777, 16.464 eV
SCF TZ D compact, augmented: 17.240, 16.602 eV
SCF QZ D compact, augmented: 16.950, 16.625 eV
MP2 DZ D compact, augmented: 18.135, 16.050 eV
MP2 TZ D compact, augmented: 17.317, 16.191 eV
MP2 QZ D compact, augmented: 16.831, 16.200 eV
CCSD(T) DZ D compact, augmented: 18.224, 16.190 eV
CCSD(T) TZ D compact, augmented: 17.414, 16.328 eV
Composite reference D: 16.337 eV = 1576.3 kJ/mol
CCSD(T) cc-pVDZ error: 1.886 eV = 182.0 kJ/mol
CCSD(T) aug-cc-pVDZ error: -0.147 eV
F- near-limit SCF energy: -99.459449 hartree
F- virial ratio -V/T: 2.0000002 (no unit)
F- highest occupied level: -0.18099 hartree
F- tail constant kappa: 0.6016 per bohr
Density ratio 8/6 bohr, SCF and formula: 0.04595, 0.04535
Density at 5 bohr, compact/limit: 8.588e-04
Density at 5 bohr, augmented/limit: 1.145
F- <r^2> about F, compact, augmented: 12.981, 16.020 bohr^2
F- second-order gain: 2.018 eV
F- squared force g.g: 0.01810 hartree^2
F- effective stiffness: 0.4881 hartree
HF <r^2> about F, compact, augmented: 13.260, 13.917 bohr^2
HF second-order gain: 0.391 eV
HF squared force g.g: 0.00840 hartree^2
HF effective stiffness: 1.1702 hartree
Diffuse, tight p exponents: 0.08502, 68.01 bohr^-2
D lowering by diffuse p: 1.302 eV
D lowering by tight p: 0.0096 eV
D lowering by full DZ augmentation: 1.313 eV
F- gain from ghost H functions: 0.293 eV
F- deficit left with ghost H: 1.402 eV
Ne gain from diffuse functions: 0.206 eV
MP2/cc-pVTZ bond length: 0.9180 angstrom
Energy cost of chosen bond: 0.00012 eV
Harmonic zero-point energy: 0.259 eV
Temperature: 298.15 K; kT: 0.02569 eV
HF mean rotational energy: 0.02482 eV
Deprotonation enthalpy: 16.118 eV = 1555.1 kJ/mol
Core-correlation shift of D, rough: 0.0026 eV
Scalar-relativistic shift of D: 0.0017 eV
```
